# Lattice Skyrmions Collapse over a Finite Barrier Despite Their Topological Charge: a numerical check

```python
"""
Result under test: a skyrmion of charge -1 on a triangular lattice is a local
energy minimum, yet it collapses to the ferromagnet (charge 0) over a finite
barrier. The lattice charge jumps only when three neighboring spins lie on one
great circle, not within half of it, so that some bond angle is >= 120 degrees.

Energy: E = -J sum n_i.n_j - D sum d_ij.(n_i x n_j) - B sum n_i^z
  n_i unit spins, each neighbor bond counted once, d_ij = z x (unit bond vector)
  J exchange (energy unit), D chiral exchange, B Zeeman energy, lattice spacing 1
Spins outside the free disc are frozen up. Energies are relative to all spins up.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const

J, D, B = 1.0, 0.4, 0.22
DISC_RADIUS = 10.0
J_IN_MRY = 0.5
rng = np.random.default_rng(7)

# ---------- lattice, centered on the middle of a triangle ----------
A1 = np.array([1.0, 0.0])
A2 = np.array([0.5, np.sqrt(3) / 2])
CENTER = (A1 + A2) / 3
site, positions = {}, []
for m in range(-20, 21):
    for k in range(-20, 21):
        p = m * A1 + k * A2 - CENTER
        if np.hypot(*p) < DISC_RADIUS + 1.01:
            site[(m, k)] = len(positions)
            positions.append(p)
positions = np.array(positions)
N = len(positions)
free = np.hypot(positions[:, 0], positions[:, 1]) < DISC_RADIUS
free_index = np.flatnonzero(free)
NF = len(free_index)

bonds, triangles = [], []
for (m, k), i in site.items():
    for dm, dk in ((1, 0), (0, 1), (-1, 1)):
        if (m + dm, k + dk) in site:
            bonds.append((i, site[(m + dm, k + dk)]))
    for c1, c2 in (((m + 1, k), (m, k + 1)), ((m, k + 1), (m - 1, k + 1))):
        if c1 in site and c2 in site:
            triangles.append((i, site[c1], site[c2]))
bonds, triangles = np.array(bonds), np.array(triangles)
bond_vec = positions[bonds[:, 1]] - positions[bonds[:, 0]]
dm_vec = np.column_stack([-bond_vec[:, 1], bond_vec[:, 0], np.zeros(len(bonds))])

# ---------- quadratic form: E = x.M.x/2 - b.x ----------
dense = np.zeros((3 * N, 3 * N))
for (i, j), d in zip(bonds, dm_vec):
    cross_d = np.array([[0, -d[2], d[1]], [d[2], 0, -d[0]], [-d[1], d[0], 0]])
    block = -J * np.eye(3) + D * cross_d
    dense[3*i:3*i+3, 3*j:3*j+3] = block
    dense[3*j:3*j+3, 3*i:3*i+3] = block.T
M = sp.csr_matrix(dense)
b = np.tile([0.0, 0.0, B], N)
up = np.tile([0.0, 0.0, 1.0], N)
E_UP = 0.5 * up @ (M @ up) - b @ up


def energy(x):
    return 0.5 * np.sum(x * (M @ x.T).T, axis=-1) - x @ b - E_UP


def energy_by_bonds(x):
    n = x.reshape(N, 3)
    p, q = n[bonds[:, 0]], n[bonds[:, 1]]
    return (-J * np.sum(p * q) - D * np.sum(dm_vec * np.cross(p, q))
            - B * np.sum(n[:, 2]))


def unit(x):
    s = x.reshape(x.shape[:-1] + (-1, 3))
    return (s / np.linalg.norm(s, axis=-1, keepdims=True)).reshape(x.shape)


def force(x):
    """Downhill force, tangent to each sphere, zero on frozen spins."""
    n = x.reshape(x.shape[:-1] + (N, 3))
    f = (b - (M @ x.T).T).reshape(n.shape)
    f = f - np.sum(f * n, axis=-1, keepdims=True) * n
    return (f * free[:, None]).reshape(x.shape)


def solid_angle(p, q, r):
    triple = np.sum(p * np.cross(q, r), axis=-1)
    den = 1 + np.sum(p * q, -1) + np.sum(q * r, -1) + np.sum(r * p, -1)
    return 2 * np.arctan2(triple, den)


def charge(x):
    n = x.reshape(N, 3)
    t = triangles
    return np.sum(solid_angle(n[t[:, 0]], n[t[:, 1]], n[t[:, 2]])) / (4*np.pi)


def bond_cosines(x):
    n = x.reshape(N, 3)
    return np.sum(n[bonds[:, 0]] * n[bonds[:, 1]], axis=1)


def largest_angle(x):
    return np.degrees(np.arccos(np.clip(bond_cosines(x).min(), -1, 1)))


def modes(x):
    """Eigenmodes of the energy curvature in the tangent space."""
    n = x.reshape(N, 3)[free]
    helper = np.where(np.abs(n[:, :1]) < 0.8, [[1.0, 0, 0]], [[0, 1.0, 0]])
    e1 = np.cross(n, helper)
    e1 /= np.linalg.norm(e1, axis=1, keepdims=True)
    frame = np.stack([e1, np.cross(n, e1)], axis=2)
    rows = 3 * free_index[:, None, None] + np.arange(3)[None, :, None]
    cols = 2 * np.arange(NF)[:, None, None] + np.arange(2)[None, None, :]
    rows, cols = np.broadcast_arrays(rows, cols)
    U = sp.csr_matrix((frame.ravel(), (rows.ravel(), cols.ravel())),
                      shape=(3 * N, 2 * NF))
    along = np.sum(n * (b - M @ x).reshape(N, 3)[free], axis=1)
    H = (U.T @ M @ U).toarray() + np.diag(np.repeat(along, 2))
    w, V = np.linalg.eigh((H + H.T) / 2)
    return w, V, U


def find_stationary(x, climbing_modes):
    """Newton search: uphill in the lowest modes requested, downhill otherwise.
    A small random kick keeps symmetry from hiding an unstable mode."""
    kick = rng.normal(size=(N, 3)) * free[:, None]
    x = unit(x + 3e-3 * kick.ravel())
    for _ in range(30):
        w, V, U = modes(x)
        f = U.T @ force(x)
        if np.linalg.norm(f) < 1e-9:
            break
        c = (V.T @ f) / np.abs(w)
        c[:climbing_modes] *= -1
        step = V @ c
        step *= min(1.0, 0.3 / np.linalg.norm(step))
        x = unit(x + U @ step)
    assert np.linalg.norm(force(x)) < 1e-7, "stationary point not reached"
    return x, w, U @ V[:, 0]


def trial_skyrmion(radius, width=1.8):
    r = np.hypot(positions[:, 0], positions[:, 1])
    theta = 2 * np.arctan(np.sinh(radius / width) / np.sinh(r / width))
    theta = np.where(free, theta, 0.0)
    n = np.column_stack([-np.sin(theta) * positions[:, 0] / r,
                         -np.sin(theta) * positions[:, 1] / r, np.cos(theta)])
    return n.ravel()


# ---------- test: matrix energy against the definition ----------
random_spins = unit(rng.normal(size=3 * N))
assert abs(energy(random_spins)
           - (energy_by_bonds(random_spins) - energy_by_bonds(up))) < 1e-8

# ---------- test: exchange energy of a scale-free skyrmion on the lattice ----
POINT_ENERGY = 4 * np.sqrt(3) * np.pi * J


def lattice_exchange(lam, cut=200.0):
    mm, kk = np.meshgrid(np.arange(-240, 241), np.arange(-240, 241))
    pts = mm.ravel()[:, None] * A1 + kk.ravel()[:, None] * A2 - CENTER
    pts = pts[np.sum(pts**2, axis=1) < cut**2]

    def spin(q):
        r2 = np.sum(q**2, axis=1)
        return np.column_stack([2 * lam * q, r2 - lam**2]) / (r2+lam**2)[:, None]
    here = spin(pts)
    total = sum(0.5 * J * np.sum((here - spin(pts + d))**2)
                for d in (A1, A2, A2 - A1))
    return total + POINT_ENERGY * lam**2 / (lam**2 + cut**2)


scale_free = {lam: lattice_exchange(lam) for lam in (1.0, 2.0, 4.0)}
deficit = POINT_ENERGY - scale_free[4.0]
predicted_deficit = POINT_ENERGY / (6 * 4.0**2)
assert abs(deficit / predicted_deficit - 1) < 0.03  # next order is about 1/lam^2
assert scale_free[1.0] < scale_free[2.0] < scale_free[4.0] < POINT_ENERGY

# ---------- test: where the solid angle of a moving triple can jump ----------
jump_angles, jump_costs = [], []
for _ in range(400):
    start, end = unit(rng.normal(size=9)), unit(rng.normal(size=9))

    def triple_at(t):
        t = np.atleast_1d(t)[:, None]
        return unit((1 - t) * start + t * end).reshape(-1, 3, 3)

    def omega(t):
        s = triple_at(t)
        return solid_angle(s[:, 0], s[:, 1], s[:, 2])
    grid = np.linspace(0, 1, 201)
    hits = np.flatnonzero(np.abs(np.diff(omega(grid))) > 2 * np.pi)
    for h in hits:
        lo, hi = grid[h], grid[h + 1]
        for _ in range(40):
            mid = (lo + hi) / 2
            if abs(omega(mid)[0] - omega(lo)[0]) < 2 * np.pi:
                lo = mid
            else:
                hi = mid
        if abs(omega(hi)[0] - omega(lo)[0]) > 4 * np.pi - 0.01:
            s = triple_at(lo)[0]
            cosines = np.array([s[0] @ s[1], s[1] @ s[2], s[2] @ s[0]])
            jump_angles.append(np.degrees(np.arccos(max(cosines.min(), -1.0))))
            jump_costs.append(np.sum(1 - cosines))
assert len(jump_angles) > 20
assert min(jump_angles) > 120 - 1e-3 and min(jump_costs) > 4 - 1e-5

# ---------- resting skyrmion ----------
x = trial_skyrmion(2.8)
for _ in range(4000):
    x = unit(x + 0.1 * force(x))
skyrmion, w_sky, _ = find_stationary(x, 0)
E_sky, Q_sky = energy(skyrmion), charge(skyrmion)
assert abs(Q_sky + 1) < 1e-8 and w_sky[0] > 0

# ---------- plain shrinking path, not optimized ----------
shrinking = np.array([trial_skyrmion(R) for R in np.linspace(2.8, 0, 400)])
shrink_max = energy(shrinking).max()

# ---------- relaxed path from skyrmion to ferromagnet ----------
IMAGES = 24
path = np.array([trial_skyrmion(R) for R in np.linspace(2.8, 0, IMAGES)])
path[0], path[-1] = skyrmion, up


def respace(p):
    arc = np.r_[0, np.cumsum(np.linalg.norm(np.diff(p, axis=0), axis=1))]
    target = np.linspace(0, arc[-1], len(p))
    k = np.clip(np.searchsorted(arc, target) - 1, 0, len(p) - 2)
    t = ((target - arc[k]) / (arc[k + 1] - arc[k]))[:, None]
    new = unit((1 - t) * p[k] + t * p[k + 1])
    new[0], new[-1] = p[0], p[-1]
    return new


path = respace(path)
for step_number in range(2000):
    path[1:-1] = unit(path[1:-1] + 0.1 * force(path[1:-1]))
    if step_number % 10 == 9:
        path = respace(path)
path_energy = energy(path)
path_max = path_energy.max()

# ---------- saddle ----------
saddle, w_sad, unstable = find_stationary(path[np.argmax(path_energy)], 1)
E_sad, Q_sad = energy(saddle), charge(saddle)
barrier = E_sad - E_sky
assert w_sad[0] < 0 < w_sad[1]
assert abs(path_max - E_sad) < 0.3   # path images are a finite distance apart
assert 0 < barrier and E_sad < shrink_max
h = 1e-3
curvature = (energy_by_bonds(unit(saddle + h * unstable))
             + energy_by_bonds(unit(saddle - h * unstable))
             - 2 * energy_by_bonds(saddle)) / h**2
assert abs(curvature - w_sad[0]) < 1e-3

# ---------- downhill from both sides of the saddle ----------
ends, crossings = {}, []
for sign in (1, -1):
    x = unit(saddle + sign * 0.05 * unstable)
    last_x, last_q, last_e = saddle, round(Q_sad), E_sad
    for _ in range(2000):
        q, e = round(charge(x)), energy(x)
        assert e < last_e + 1e-9
        if q != last_q:
            crossings.append((last_x, x, last_q))
        last_x, last_q, last_e = x, q, e
        if np.linalg.norm(force(x)) < 1e-4:
            break
        for _ in range(10):
            x = unit(x + 0.1 * force(x))
    ends[last_q] = last_e
assert set(ends) == {-1, 0}
assert abs(ends[-1] - E_sky) < 1e-2 and abs(ends[0]) < 1e-4

# ---------- state at which the charge jumps ----------
assert len(crossings) >= 1
for before, after, q_before in crossings:
    lo, hi = 0.0, 1.0
    for _ in range(45):
        mid = (lo + hi) / 2
        if round(charge(unit((1 - mid) * before + mid * after))) == q_before:
            lo = mid
        else:
            hi = mid
    jump_state = unit((1 - lo) * before + lo * after)
    jump_exchange = J * np.sum(1 - bond_cosines(jump_state))
    assert largest_angle(jump_state) > 120 - 1e-3
    assert jump_exchange > 4 * J
    assert energy(jump_state) < E_sad + 1e-6

spins = jump_state.reshape(N, 3)
omegas = solid_angle(*(spins[triangles[:, c]] for c in range(3)))
core = triangles[np.argmax(np.abs(omegas))]


def core_polar(x):
    nz = np.clip(x.reshape(N, 3)[core, 2], -1, 1)
    return " ".join(f"{t:.1f}" for t in np.degrees(np.arccos(nz)))


# ---------- output ----------
rydberg = const.h * const.c * const.Rydberg
barrier_joule = barrier * J_IN_MRY * 1e-3 * rydberg
print(f"chiral exchange D = {D:.2f} J, Zeeman energy B = {B:.2f} J")
print(f"free disc radius = {DISC_RADIUS:.0f} a, free spins = {NF}")
print(f"continuum exchange energy of charge 1 = {POINT_ENERGY:.3f} J")
for lam, value in scale_free.items():
    print(f"lattice exchange, scale-free profile, radius {lam:.0f} a"
          f" = {value:.3f} J")
print(f"deficit at radius 4 a: lattice sum = {deficit:.4f} J")
print(f"deficit at radius 4 a: fourth-order formula = {predicted_deficit:.4f} J")
print(f"random triples: number of charge jumps = {len(jump_angles)}")
print(f"random triples: smallest largest-angle = {min(jump_angles):.2f} deg")
print(f"random triples: smallest exchange cost = {min(jump_costs):.3f} J")
print(f"skyrmion: energy above ferromagnet = {E_sky:.4f} J")
print(f"skyrmion: charge = {Q_sky:.6f}")
print(f"skyrmion: spins pointing down = {np.sum(skyrmion[2::3] < 0)}")
print(f"skyrmion: largest neighbor angle = {largest_angle(skyrmion):.1f} deg")
print(f"skyrmion: lowest curvature = {w_sky[0]:.3e} J")
print(f"skyrmion: polar angles of core triangle = {core_polar(skyrmion)} deg")
print(f"plain shrinking path: highest energy = {shrink_max:.3f} J")
print(f"relaxed path: highest image energy = {path_max:.3f} J")
print(f"saddle: energy above ferromagnet = {E_sad:.4f} J")
print(f"saddle: charge = {Q_sad:.6f}")
print(f"saddle: spins pointing down = {np.sum(saddle[2::3] < 0)}")
print(f"saddle: largest neighbor angle = {largest_angle(saddle):.1f} deg")
print(f"saddle: two lowest curvatures = {w_sad[0]:.4f}, {w_sad[1]:.4f} J")
print(f"saddle: negative curvature by differences = {curvature:.4f} J")
print(f"saddle: polar angles of core triangle = {core_polar(saddle)} deg")
print(f"charge jumps met on the way down = {len(crossings)}")
print(f"charge jump: energy above ferromagnet = {energy(jump_state):.4f} J")
print(f"charge jump: exchange part = {jump_exchange:.4f} J")
print(f"charge jump: largest neighbor angle = {largest_angle(jump_state):.2f} deg")
print(f"charge jump: polar angles of core triangle = {core_polar(jump_state)} deg")
print(f"downhill end with charge -1: energy = {ends[-1]:.4f} J")
print(f"downhill end with charge 0: energy = {abs(ends[0]):.4f} J")
print(f"collapse barrier = {barrier:.4f} J")
print(f"chosen J = {J_IN_MRY:.2f} mRy")
print(f"collapse barrier = {barrier * J_IN_MRY:.3f} mRy")
print(f"collapse barrier = {barrier_joule / const.e * 1e3:.2f} meV")
for T in (30.0, 300.0):
    ratio = barrier_joule / (const.k * T)
    print(f"barrier / k_B T at {T:.0f} K = {ratio:.2f},"
          f" Boltzmann factor = {np.exp(-ratio):.2e}")
print("PASS")
```

Output:

```
chiral exchange D = 0.40 J, Zeeman energy B = 0.22 J
free disc radius = 10 a, free spins = 354
continuum exchange energy of charge 1 = 21.766 J
lattice exchange, scale-free profile, radius 1 a = 18.696 J
lattice exchange, scale-free profile, radius 2 a = 20.902 J
lattice exchange, scale-free profile, radius 4 a = 21.542 J
deficit at radius 4 a: lattice sum = 0.2239 J
deficit at radius 4 a: fourth-order formula = 0.2267 J
random triples: number of charge jumps = 86
random triples: smallest largest-angle = 125.12 deg
random triples: smallest exchange cost = 4.002 J
skyrmion: energy above ferromagnet = 4.3673 J
skyrmion: charge = -1.000000
skyrmion: spins pointing down = 36
skyrmion: largest neighbor angle = 30.0 deg
skyrmion: lowest curvature = 5.434e-03 J
skyrmion: polar angles of core triangle = 163.6 163.6 163.6 deg
plain shrinking path: highest energy = 10.722 J
relaxed path: highest image energy = 10.325 J
saddle: energy above ferromagnet = 10.4349 J
saddle: charge = -1.000000
saddle: spins pointing down = 3
saddle: largest neighbor angle = 117.5 deg
saddle: two lowest curvatures = -1.4657, 0.0925 J
saddle: negative curvature by differences = -1.4657 J
saddle: polar angles of core triangle = 99.2 99.2 99.2 deg
charge jumps met on the way down = 1
charge jump: energy above ferromagnet = 10.3354 J
charge jump: exchange part = 15.6777 J
charge jump: largest neighbor angle = 120.00 deg
charge jump: polar angles of core triangle = 90.0 90.0 90.0 deg
downhill end with charge -1: energy = 4.3673 J
downhill end with charge 0: energy = 0.0000 J
collapse barrier = 6.0676 J
chosen J = 0.50 mRy
collapse barrier = 3.034 mRy
collapse barrier = 41.28 meV
barrier / k_B T at 30 K = 15.97, Boltzmann factor = 1.16e-07
barrier / k_B T at 300 K = 1.60, Boltzmann factor = 2.03e-01
PASS
```
